# The Cost of Fermi-Function Pole Expansions with Krylov Solvers

**The argument under review**

The manuscript applies the Fermi function of a sparse Hamiltonian to a vector. It reasons as follows. At low temperature a Chebyshev expansion needs hundreds of terms, whereas a rational function with a few tens of poles is equally accurate. Each pole requires one shifted linear system, and a Krylov iteration solves it using only products with $H$. Since there are few poles, the rational method is said to need fewer products than the polynomial one.

The pole count is sound. The question is whether it measures the work when the systems are solved in this way.

I take $H$ real symmetric with spectrum in $[-1,1]$, so that energies are in units of half the bandwidth, and a real vector $b$ with $\|b\|=1$. The chemical potential is zero and $f(x)=1/(e^{\beta x}+1)$. The rational approximation is

$$f_R(x)=\frac12+\sum_k\frac{a_k}{x-z_k},\qquad \max_{[-1,1]}|f-f_R|\le\varepsilon ,$$

with non-real poles in conjugate pairs. Because $b$ is real, one solve serves each pair.

**What the iteration returns**

Take a Krylov method with one product per step; for methods that use two, let $m$ count products instead of steps. Started from zero, $m$ unpreconditioned steps for $(H-z_k)x_k=b$ give a vector in the span of $b,(H-z_k)b,\dots,(H-z_k)^{m-1}b$. Expanding the powers shows that this lies in

$$K_m=\mathrm{span}\{b,Hb,\dots,H^{m-1}b\},$$

and writing $H=(H-z_k)+z_k$ shows the converse. The space does not depend on the shift. Therefore $x_k^{(m)}=p_k(H)b$ with $\deg p_k\le m-1$, and the assembled answer is

$$y_m=\frac12 b+\sum_k a_k\,p_k(H)b=P(H)b,\qquad \deg P\le m-1 .$$

If the solves stop at different steps, $m$ is the largest count. The coefficients of $P$ depend on $b$, so $y_m$ may be better than a fixed Chebyshev expansion. It cannot be better than the best polynomial of the same degree for that $b$, whatever the number of poles.

In a test with a random symmetric matrix of order 200, the sum after 8 steps per pole had a component of norm $4.7\times10^{-16}$ outside $K_8$, which is rounding error. With direct solves the component was $0.070$. The rational function leaves the polynomial space only if the solver does.

**How the degree depends on one pole**

For $z$ outside $[-1,1]$, write $z=(w+w^{-1})/2$ with $|w|=\rho>1$. The two roots of $w^2-2zw+1=0$ have product 1, and they have equal modulus only if $w=e^{i\theta}$, which would put $z=\cos\theta$ in the interval.

Let $x=(H-z)^{-1}b$. For any polynomial $p$ of degree at most $m-1$,

$$x-p(H)b=[1-p(H)(H-z)]x=q(H)x,\qquad q(z)=1,\quad \deg q\le m .$$

Conversely, any such $q$ is allowed, because $1-q(s)$ is divisible by $s-z$. Choose $q(s)=T_m(s)/T_m(z)$. On the spectrum $|T_m|\le1$, while $T_m(z)=(w^m+w^{-m})/2$ has modulus at least $(\rho^m-\rho^{-m})/2$. Hence

$$\min_p\frac{\|x-p(H)b\|}{\|x\|}\le\frac{2}{\rho^m-\rho^{-m}} .$$

This rate cannot be improved using the interval alone. Consider a semi-infinite chain with hopping $1/2$ and $b$ on site 1. Away from the end, $(x_{j-1}+x_{j+1})/2=zx_j$, whose decaying solution is $x_j=Aw^{-j}$. The first row is $x_2/2-zx_1=1$. Since $w^{-2}+1=2zw^{-1}$, its left side equals $-A/2$. Thus $A=-2$ and

$$x_j=-2w^{-j}.$$

Each product with $H$ reaches one further site, so $K_m$ consists of all vectors on the first $m$ sites. The best approximation copies $x$ there and misses the rest:

$$\min_p\frac{\|x-p(H)b\|}{\|x\|}=\left(\frac{\sum_{j>m}\rho^{-2j}}{\sum_{j\ge1}\rho^{-2j}}\right)^{1/2}=\rho^{-m}.$$

"Nearest pole" must therefore mean smallest $\rho$, not smallest distance. Put $w=e^{\kappa+i\theta}$, so that $\kappa=\ln\rho$ and

$$z=\cosh\kappa\cos\theta+i\sinh\kappa\sin\theta .$$

For a pole $\mu+iy$ inside the band with small $y$, this gives $\mu\simeq\cos\theta$ and $y\simeq\kappa\sin\theta$, hence $\kappa\simeq y/\sqrt{1-\mu^2}$. At $\mu=0$ the result $\kappa=\operatorname{asinh}y$ is exact. For a real pole $1+d$, $\kappa=\operatorname{acosh}(1+d)\simeq\sqrt{2d}$.

Take $y=d=\pi/100=0.03142$ and a relative error of $10^{-6}$. In the band centre $\kappa=0.03141$, and $m\ge13.816/0.03141=439.9$, so 440 dimensions are needed. At the same distance beyond the band edge 56 suffice.

**What the Fermi function itself demands**

The partial-fraction series of the hyperbolic tangent, inserted in $f=\frac12-\frac12\tanh(\beta x/2)$, gives

$$f(x)=\frac12-\frac1\beta\sum_{l\ge0}\left[\frac1{x-iy_l}+\frac1{x+iy_l}\right],\qquad y_l=\frac{(2l+1)\pi}{\beta}.$$

For $z=iy_l$ we have $w=ie^{\kappa_l}$ with $\kappa_l=\operatorname{asinh}y_l$. On the chain each resolvent contributes $-2w^{-j}$, and the conjugate poles add to $w^{-j}+\bar w^{-j}=2\cos(j\pi/2)e^{-j\kappa_l}$. Thus, for $j\ge2$,

$$f(H)_{j1}=\frac4\beta\cos\frac{j\pi}2\sum_{l\ge0}e^{-j\kappa_l}.$$

The norm of this column beyond site $m$ is the least error of any polynomial of degree $m-1$ applied to this $b$. Physically, a density matrix of long range cannot be built with fewer hops than its range.

For large $m$ the term $l=0$ dominates, and only even $j$ contribute. For even $m$ the first missing site is $m+2$, and the geometric sum gives

$$\text{least error}\simeq\frac{4}{\beta}\,\frac{e^{-(m+2)\kappa_0}}{\sqrt{1-e^{-4\kappa_0}}} .$$

At $\beta=100$ the factor multiplying the exponential is $0.04/0.3436=0.1164$. An error of $10^{-6}$ requires $m+2\ge\ln(1.164\times10^5)/0.03141\simeq371.4$, so the smallest even value is $m=370$, as found numerically. For large $\beta$, $\kappa_0\simeq\pi/\beta$ and the prefactor tends to $2/\sqrt{\pi\beta}$. The dimension therefore grows as $\beta/\pi$ times a logarithm that falls slowly with $\beta$.

**Why few poles suffice, and where they lie**

The small pole count can be obtained from an elementary contour. Write $\tanh(\beta x/2)=x\,h(x^2)$ with $h(s)=\tanh(\beta\sqrt s/2)/\sqrt s$. This $h$ is even in $\sqrt s$, hence single-valued, with poles at $s=-y_l^2$. Set

$$s=u-y_0^2,\qquad u=e^v .$$

The values $s\in[0,1]$ become a real segment in $v$ with centre $c$ and half-length $L=\frac12\ln(1+y_0^{-2})$. The pole $l=0$ has $u=0$ and moves to $v=-\infty$. The others have $u<0$ and lie on $|\mathrm{Im}\,v|=\pi$ within the strip used here.

Surround the segment by the ellipse $v=c+L\cosh(r+i\theta)$, whose vertical semi-axis is $L\sinh r$. It would touch the singular lines at $r_{\max}=\operatorname{asinh}(\pi/L)$, and I take $r=r_{\max}/2$. In Cauchy's formula $ds=u\,dv=iuL\sinh(r+i\theta)\,d\theta$. The trapezoidal rule with $N$ angles, $N$ even and $\theta_k=2\pi(k+\frac12)/N$, then gives

$$h(s)\simeq\sum_{k=1}^N\frac{g_k}{s_k-s},\qquad g_k=\frac{h(s_k)\,u_kL\sinh(r+i\theta_k)}{N}.$$

With $s_k=\zeta_k^2$ and

$$\frac{x}{\zeta_k^2-x^2}=-\frac12\left[\frac1{x-\zeta_k}+\frac1{x+\zeta_k}\right],$$

the approximation to $f=\frac12-\frac12xh(x^2)$ becomes

$$f_R(x)=\frac12+\frac14\sum_{k=1}^N g_k\left[\frac1{x-\zeta_k}+\frac1{x+\zeta_k}\right].$$

These $2N$ poles form $N$ conjugate pairs, so there are $N$ solves. The periodic integrand is analytic for displacements of $r$ smaller than $r_{\max}/2$ either way, so the quadrature error falls exponentially in $N$ at any rate below $r_{\max}/2$. For large $\beta$, $L\simeq\ln(\beta/\pi)$ and $r_{\max}\simeq\pi/L$. Apart from prefactors, $N$ grows as $\ln\beta$ times $\ln(1/\varepsilon)$.

The contour must, however, pass between the spectrum and the first Fermi pole. In the $s$ plane it crosses the negative axis between $-y_0^2$ and $0$, at a point corresponding to

$$\zeta=\pm iy_0\sqrt{1-e^{-L(\cosh r-1)}},$$

which is closer to the spectrum than $iy_0$. At $\beta=100$ the nearest quadrature pole is $0.0027+0.0159i$. Its $\ln\rho=0.0159$ is about half the value $0.0314$ of the first Fermi pole.

**Separate convergence and the summed answer**

Two different poles thus control two different tasks. To solve the nearest system to a relative error of $10^{-6}$ at $\beta=100$, even the best polynomial on the chain needs $m\ge13.816/0.01589\simeq870$. Conjugate-orthogonal conjugate gradients took 891 steps.

The sum can do better. Let the real matrix $V$ have orthonormal columns spanning $K_m$, the first being $b$, and let $T=V^{\mathsf T}HV$. The conjugate-orthogonal iteration makes the residual orthogonal to $K_m$, so

$$x_k^{(m)}=V(T-z_k)^{-1}e_1,\qquad y_m=Vf_R(T)e_1 .$$

The inverses exist because $T$ is real symmetric and $z_k$ is not real. For $j\le m-1$, induction gives

$$VT^je_1=VV^{\mathsf T}HVT^{j-1}e_1=VV^{\mathsf T}H^jb=H^jb,$$

since $H^jb$ lies in $K_m$. Hence $Vp(T)e_1=p(H)b$ for every polynomial $p$ of degree at most $m-1$, and

$$f(H)b-y_m=(f-p)(H)b-V(f-p)(T)e_1+V(f-f_R)(T)e_1 .$$

The eigenvalues of $T$ also lie in $[-1,1]$. Choosing the best uniform approximation $p$, with maximum error $E_{m-1}(f)$, yields

$$\|f(H)b-y_m\|\le2E_{m-1}(f)+\varepsilon .$$

The quadrature poles enter this bound only through $\varepsilon$. To see the rate, sum a geometric series in $w^{-1}$ with $x=\cos\theta$:

$$\frac12+\sum_{n\ge1}w^{-n}T_n(x)=\frac{w-w^{-1}}{4(z-x)} .$$

This supplies the Chebyshev coefficients of each pole term in $f$. For $z=iy_l$, $|w-w^{-1}|=2\cosh\kappa_l$, so the coefficients $c_n$ of $f$ satisfy

$$|c_n|\le\frac4\beta\sum_{l\ge0}\frac{e^{-n\kappa_l}}{\cosh\kappa_l},\qquad E_{m-1}(f)\le\sum_{n\ge m}|c_n| .$$

The first Fermi pole sets the rate. The slower errors of the individual solves cancel in the sum until the error is comparable with $\varepsilon$.

The following results are for a chain of 1600 sites, with $\beta$ in inverse half-bandwidths and $\varepsilon<10^{-7}$. The target is an absolute error of $10^{-6}$ for unit $b$. In the last two columns each conjugate pair is iterated separately until $2|a_k|\,\|x_k-x_k^{(m)}\|$, an upper bound on the error of its contribution to the answer, falls to $10^{-6}$. These errors add up: at $\beta=100$ the sum of the separately stopped solutions is still wrong by about $3.2\times10^{-6}$, so this stopping rule does not reach the target, and the last column is the cost of this rule only.

| $\beta$ | Solves | Best $m$ | Summed $m$ | Slowest $m$ | Total steps |
|---:|---:|---:|---:|---:|---:|
| 25 | 28 | 98 | 101 | 145 | 1778 |
| 50 | 34 | 190 | 196 | 295 | 3712 |
| 100 | 40 | 370 | 381 | 599 | 7716 |

At $\beta=100$ a Chebyshev expansion also reaches the target at $m=370$. Forty independent solves stopped in this way use 7716 steps, each with one product, about 21 times as many. Tightening the criterion to $2\times10^{-7}$ per pair makes the sum meet the target and raises this number to 8958. If in addition no solve is continued beyond $m=401$, the errors of the unconverged solves largely cancel and the target is met with 7064 steps, still about 19 times as many. A multishift implementation shares the products, because the Krylov spaces coincide. It then needs 381 dimensions if the sum is monitored, or 599 if every contribution must converge. Neither is below 370.

The small excess of 381 over 370 can be derived. Cutting the chain after site $m$ forces the solution to vanish at site $m+1$:

$$x_j^{(m)}=-2\,\frac{w^{-j}-w^{-(2m+2-j)}}{1-w^{-2m-2}} .$$

To leading order the error inside the cut is the mirror image of the missing tail. For even $m$ site $m+1$ carries no amplitude of $f(H)b$, so the two parts have nearly equal norm and the total error is $\sqrt2$ times the least one. At $m=200$ the values are $2.89\times10^{-4}$ and $2.04\times10^{-4}$, a ratio of 1.41. Recovering this factor costs $\ln\sqrt2/0.0314\simeq11$ steps.

**A gap changes the rate, not the conclusion**

The rates above assume a spectrum that fills one interval. Let the hoppings alternate between $t_1=(1+\Delta)/2$ and $t_2=(1-\Delta)/2$, starting with the stronger, so that no state is bound to the end. The bands are then $\Delta\le|x|\le1$. If amplitudes change by a factor $\lambda$ per two-site cell, eliminating one sublattice gives

$$z^2=t_1^2+t_2^2+t_1t_2(\lambda+\lambda^{-1}).$$

Here $t_1^2+t_2^2=(1+\Delta^2)/2$ and $t_1t_2=(1-\Delta^2)/4$. For $z=iy$ put $\lambda=-e^{-2\kappa}$, with $\kappa$ the decay per site. Then

$$\cosh2\kappa=\frac{1+\Delta^2+2y^2}{1-\Delta^2}.$$

As $y\to0$ this becomes $\tanh\kappa=\Delta$: the gap replaces the temperature as the limit on the range. For $\Delta=0.1$ and $y=\pi/1000$, $\kappa=0.1004$ and a relative error of $10^{-6}$ needs $m=138$, against 4398 from the gapless formula. Isolated levels or a special $b$ can also help. Krylov iteration can exploit such structure, but its answer remains a polynomial in $H$ applied to $b$.

**When the pole count does measure the work**

With direct solves the 40 systems at $\beta=100$ gave an error of $5.9\times10^{-8}$, and the number of factorizations is the number of solves. On a chain each costs a time proportional to its length. In higher dimensions fill-in must be included in the comparison.

A preconditioner can also leave $K_m$. Let $H=H_0+W$, where $H_0$ is the clean chain and $W$ a diagonal disorder. The spectrum of $H$ may now extend beyond $[-1,1]$ by at most $\max|W|$, but the following argument does not use that interval. Iterate

$$x\leftarrow x+(H_0-z)^{-1}[b-(H-z)x].$$

The error $e$ obeys $e\leftarrow-(H_0-z)^{-1}We$, so its norm shrinks by at least the factor $\max|W|/|\mathrm{Im}\,z|$ per step. With disorder up to 0.01 and $z=i\pi/100$ this factor is at most 0.32 (0.317 for the sample computed), which guarantees a relative error of $10^{-6}$ in 13 steps. The sample computed needed 5, whereas without preconditioning no polynomial reaches that error below $m=440$. Each step contains a direct solve with the clean chain, and its cost has to be counted.

The manuscript should therefore report products with $H$, factorizations and preconditioner applications at equal final error. Needing fewer products than the best polynomial for the given $b$ requires a solver that leaves the polynomial space. A gain over a fixed Chebyshev expansion alone can also come from the way a Krylov iteration adapts to the spectrum and to $b$, and is then not due to the small number of poles. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Dense test, 8 steps: part outside K_8 = 4.7e-16
Dense test, direct solves: outside K_8 = 7.03e-02
One solve, z = i*0.03142: ln rho = 0.03141
  best relative error at m=200: 1.8694e-03
  m for relative error 1e-06: 440
  same distance beyond band edge: m = 56
  pole at 0.6 + i*0.03142: ln rho = 0.03924
beta = 25 (1/half bandwidth), target 1e-06
  shifted systems (conjugates paired): 28
  max error of pole expansion: 6.13e-08
  ln rho, first Fermi pole: 0.12534
  ln rho, nearest contour pole: 0.07160
  m best polynomial: 98; Chebyshev: 98
  m summed Krylov iterates: 101
  m slowest separate term: 145
  m nearest pole, relative error: 198
  total steps, separate solves: 1778
  error with direct solves: 3.51e-08
beta = 50 (1/half bandwidth), target 1e-06
  shifted systems (conjugates paired): 34
  max error of pole expansion: 6.83e-08
  ln rho, first Fermi pole: 0.06279
  ln rho, nearest contour pole: 0.03374
  m best polynomial: 190; Chebyshev: 192
  m summed Krylov iterates: 196
  m slowest separate term: 295
  m nearest pole, relative error: 420
  total steps, separate solves: 3712
  error with direct solves: 4.49e-08
beta = 100 (1/half bandwidth), target 1e-06
  shifted systems (conjugates paired): 40
  max error of pole expansion: 9.47e-08
  ln rho, first Fermi pole: 0.03141
  ln rho, nearest contour pole: 0.01589
  m best polynomial: 370; Chebyshev: 370
  m summed Krylov iterates: 381
  m slowest separate term: 599
  m nearest pole, relative error: 891
  total steps, separate solves: 7716
  error with direct solves: 5.92e-08
Nearest contour pole, beta=100: 0.00266+0.01589j
  m=100: best 4.731e-03, Krylov sum 6.647e-03
  m=200: best 2.044e-04, Krylov sum 2.890e-04
  m=300: best 8.836e-06, Krylov sum 1.250e-05
Gap test: half gap 0.10, z = i*0.003142
  rate per step 0.10038, m = 138
  without gap (rate formula): m = 4398
Disorder up to 0.01, z = i*0.03142
  contraction bound per step: 0.317
  preconditioned steps: 5
  least m without preconditioner: 440
```
